# Plasmon limit of the structure factor and the exchange-correlation hole tail

## What dimensions allow

The static structure factor $S(q)$ of an electron gas is a pure number. If its long-wavelength form involves $\hbar$, the electron mass $m$ and one collective frequency $\omega_p$, it can depend only on the ratio $\hbar q^2/(m\omega_p)$. A quadratic law must then be a number times this ratio.

Without interaction there is no $\omega_p$. The one length is $1/k_F$, with $k_F=(3\pi^2n)^{1/3}$ for density $n$, and $S$ is a function of $q/k_F$. The exchange hole is a density, hence $k_F^3$ times a function of $k_Fu$, and a tail $u^{-4}$ must have the form $1/(k_Fu^4)$. Dimensions fix neither the powers nor the numbers; these are derived below.

## Definitions and theorem

Consider $N$ electrons in volume $\mathcal V$ with a neutralizing background, unpolarized, at density $n=N/\mathcal V$, in the limit of large $N$. The pair density is $n^2g(u)$, and the hole is $n_{xc}(u)=n[g(u)-1]$. With $\rho_{\mathbf q}=\sum_i e^{-i\mathbf q\cdot\mathbf r_i}$, let

$$S(q)=\frac1N\langle\rho_{-\mathbf q}\rho_{\mathbf q}\rangle,\quad q\ne0,\qquad \omega_p^2=\frac{ne^2}{\varepsilon_0m}.$$

**Assumptions.** The ground state is homogeneous and isotropic. The hole is bounded and absolutely integrable. The moments used below exist. A static external charge is perfectly screened as $q\to0$.

An averaged tail $-C/u^4$ means that, at large $u$ and for some $\eta>0$ (a remainder such as $u^{-5}\ln u$ is allowed),
$$n_{xc}(u)=-\frac C{u^4}+\frac{B\cos(2k_Fu+\phi)}{u^4}+O(u^{-4-\eta}).\tag{1}$$

**Theorem.**
(a) $S(q)=1+\int n_{xc}(u)e^{-i\mathbf q\cdot\mathbf u}d^3u$.
(b) $S(q)=\dfrac{\hbar q^2}{2m\omega_p}[1+o(1)]$ as $q\to0$; in atomic units this is $q^2/(2\omega_p)$.
(c) The exchange hole has $C=3/(4\pi^2k_F)$. If the full hole has the form (1), it has $C=0$, so the correlation hole $n_c=n_{xc}-n_x$ has the averaged tail $+3/(4\pi^2k_Fu^4)$.

## Proof of (a)

In $\rho_{-\mathbf q}\rho_{\mathbf q}$ the $N$ terms with equal indices give 1 each. The others are weighted by the pair density, so

$$S(q)=1+\frac1N\int\!\!\int n^2g(|\mathbf r-\mathbf r'|)e^{-i\mathbf q\cdot(\mathbf r-\mathbf r')}d^3r\,d^3r'
=1+n\int g(u)e^{-i\mathbf q\cdot\mathbf u}d^3u.$$

The constant part of $g$ integrates to zero for $q\ne0$, so $g$ may be replaced by $g-1$. This is (a).

## Lemma 1: the exchange hole

For a determinant of plane waves, the density matrix of one spin is, with $x=k_Fu$,

$$\gamma(u)=\int_{k<k_F}\frac{d^3k}{(2\pi)^3}e^{i\mathbf k\cdot\mathbf u}
=\frac{\sin x-x\cos x}{2\pi^2u^3}=\frac{3n}{2}\frac{j_1(x)}x,$$

where $j_1(x)=(\sin x-x\cos x)/x^2$ and $k_F^3=3\pi^2n$. Exchange lowers the pair density by $\gamma^2$ for each of two spins. Division by $n$ gives

$$n_x(u)=-\frac{2\gamma^2}{n}=-\frac{9n}{2}\left[\frac{j_1(x)}x\right]^2.$$

At large $x$, $j_1=-\cos x/x+O(x^{-2})$. Since $\cos^2x=\tfrac12(1+\cos2x)$, the non-oscillating part is

$$-\frac{9n}{4k_F^4u^4}=-\frac{3}{4\pi^2k_Fu^4}.$$

In $q$ space, the transform of $2\gamma^2/n$ is the fraction of a Fermi sphere that overlaps a copy shifted by $\mathbf q$. For $q<2k_F$ the overlap consists of two caps, so the fraction is

$$\frac{2\pi\int_{q/2}^{k_F}(k_F^2-z^2)dz}{4\pi k_F^3/3}
=\frac{3}{2k_F^3}\left[\frac{2k_F^3}3-\frac{k_F^2q}2+\frac{q^3}{24}\right]
=1-\frac{3q}{4k_F}+\frac{q^3}{16k_F^3}.$$

Therefore

$$S_x(q)=\frac{3q}{4k_F}-\frac{q^3}{16k_F^3}\quad(q<2k_F),\qquad S_x=1\quad(q\ge2k_F).\tag{2}$$

## Lemma 2: moments of the density fluctuations

Let $\omega_{n0}=(E_n-E_0)/\hbar$ and

$$M_k=\frac1N\sum_{n\ne0}|\langle n|\rho_{\mathbf q}|0\rangle|^2\omega_{n0}^k .$$

Homogeneity gives $\langle0|\rho_{\mathbf q}|0\rangle=0$, so $M_0=S(q)$. Take $\mathbf q$ along $z$ and write $p_i$ for the $z$ momentum of electron $i$.

**First moment.** Inserting intermediate states in the double commutator gives one sum for $\rho_{\mathbf q}$ and an equal one for $\rho_{-\mathbf q}$:
$\langle[\rho_{-\mathbf q},[H,\rho_{\mathbf q}]]\rangle=2\hbar NM_1$.
Only the kinetic energy $T$ fails to commute with $\rho_{\mathbf q}$. From $pe^{-iqz}=e^{-iqz}(p-\hbar q)$,

$$[T,\rho_{\mathbf q}]=\sum_ie^{-iqz_i}\Delta(p_i),\qquad
\Delta(p)=\frac{\hbar^2q^2}{2m}-\frac{\hbar qp}{m}.$$

The outer commutator gives $\Delta(p)-\Delta(p+\hbar q)=\hbar^2q^2/m$ per electron. Hence $M_1=\hbar q^2/(2m)$.

**Inverse moment.** Apply the weak potential energy $\lambda\sum_i\cos(qz_i)=\lambda(\rho_{\mathbf q}+\rho_{-\mathbf q})/2$. The two operators reach states of opposite momentum, so no cross terms arise. First-order perturbation theory gives

$$\delta\Big\langle\sum_i\cos qz_i\Big\rangle=-\frac{2\lambda}{\hbar}\,\frac{2NM_{-1}}4=-\frac{\lambda NM_{-1}}{\hbar}.$$

With $\delta n=\chi\lambda\cos qz$ the same quantity is $\chi\lambda\mathcal V/2$. Thus $M_{-1}=-\hbar\chi(q,0)/(2n)$. The external and induced potentials add up to $\lambda[1+e^2\chi/(\varepsilon_0q^2)]\cos qz$. Perfect screening sends the bracket to zero, so

$$\chi\to-\frac{\varepsilon_0q^2}{e^2},\qquad
M_{-1}=\frac{\hbar q^2}{2m\omega_p^2}[1+o(1)].\tag{3}$$

**Third moment.** Let $\dot\rho=(i/\hbar)[H,\rho_{\mathbf q}]=(i/\hbar)\sum_ie^{-iqz_i}\Delta(p_i)$. Its matrix elements are $i\omega_{n0}\langle n|\rho_{\mathbf q}|0\rangle$, hence $2\hbar NM_3=\langle[\dot\rho^\dagger,[H,\dot\rho]]\rangle$.

The kinetic part of $H$ contributes, per electron,

$$\frac{\Delta(p)^3-\Delta(p+\hbar q)^3}{\hbar^2}=\frac{(a-b)^3+(a+b)^3}{\hbar^2}=\frac{2a^3+6ab^2}{\hbar^2},\qquad a=\frac{\hbar^2q^2}{2m},\ b=\frac{\hbar qp}m.$$

Dividing by $2\hbar$ and using $a/\hbar=M_1$ gives $M_1[(\hbar q^2/2m)^2+3q^2\langle v_z^2\rangle]$.

For the interaction $V=\sum_{i<j}v(\mathbf r_i-\mathbf r_j)$, use $\Delta(p)=-(\hbar q/m)(p-\hbar q/2)$ and $[V,p_i]=i\hbar\partial_iV$, with $\partial_i=\partial/\partial z_i$. Then

$$[V,\dot\rho]=\frac{\hbar q}m\sum_ie^{-iqz_i}\partial_iV,$$
$$[\dot\rho^\dagger,[V,\dot\rho]]=\frac{\hbar^2q^2}{m^2}\Big[\sum_{ij}e^{iq(z_j-z_i)}\partial_i\partial_jV-iq\sum_j\partial_jV\Big].$$

The last sum vanishes because $V$ is unchanged by a common translation. Since $\partial_i^2V=\sum_{j\ne i}v''$ and $\partial_i\partial_jV=-v''$ for $i\ne j$, with $v''=\partial^2v/\partial z^2$, the bracket equals $\sum_{i\ne j}v''(1-\cos qz_{ij})$. Dividing its mean by $2\hbar N$ gives the interaction part

$$M_1\,\frac nm\int g(u)\,v''(\mathbf u)(1-\cos qz)\,d^3u .$$

Now split $g=1+(g-1)$. For the first part, the background removes the zero-wavevector component of $v$, so $\int v''d^3u=0$. The component $e^2/(\varepsilon_0q^2)$ gives $-\int v''\cos(qz)d^3u=e^2/\varepsilon_0$. This part of the frequency squared is $\omega_p^2$.

For the second part, away from the origin $v''=(e^2/4\pi\varepsilon_0)\,2P_2(\cos\theta)/u^3$; the point term at $u=0$ is removed by $1-\cos qz$. The angular average of $P_2(\cos\theta)\cos(qu\cos\theta)$ is $-j_2(qu)$, and that of $P_2$ is zero. Together,

$$\frac{M_3}{M_1}=\left(\frac{\hbar q^2}{2m}\right)^2+3q^2\langle v_z^2\rangle+\omega_p^2[1+\Gamma(q)],\qquad
\Gamma=\frac2n\int_0^\infty n_{xc}(u)\frac{j_2(qu)}u\,du.\tag{4}$$

Because $|j_2(y)|\le y^2/15$, $|\Gamma|\le(2q^2/15n)\int_0^\infty|n_{xc}|u\,du$. This integral is finite for a bounded, integrable hole. So $M_3/M_1=\omega_p^2+O(q^2)$.

## Proof of (b)

The weights in $M_k$ are nonnegative. The Cauchy–Schwarz inequality gives $M_0^2\le M_1M_{-1}$. Hölder's inequality with exponents $3/2$ and $3$ gives $M_1\le M_0^{2/3}M_3^{1/3}$. Therefore

$$\frac{M_1}{\sqrt{M_3/M_1}}\le S(q)\le\sqrt{M_1M_{-1}}.\tag{5}$$

By (3) and (4), both sides are $[\hbar q^2/(2m\omega_p)][1+o(1)]$, which proves (b). A spectrum consisting of one plasmon was not assumed.

**Remark: where the quadratic law fails.** The upper bound depends on screening. Without interaction, $n\propto\mu^{3/2}$ gives $\chi(0,0)=-dn/d\mu=-3n/(mv_F^2)$, where $\mu$ is the chemical potential and $v_F=\hbar k_F/m$. Then $M_{-1}\to3\hbar/(2mv_F^2)$, and (5) gives $S\le(\sqrt3/2)q/k_F$. This allows the linear term $0.75\,q/k_F$ of (2). The long range of the Coulomb force, through perfect screening, is what excludes it.

## Proof of (c)

A Gaussian window measures the averaged tail. Let

$$D(R)=1+\int n_{xc}(u)e^{-u^2/2R^2}d^3u .$$

The window is the transform of a normalized Gaussian in $\mathbf q$ with width $1/R$ per component. By (a),

$$D(R)=\left(\frac{R^2}{2\pi}\right)^{3/2}\int e^{-R^2q^2/2}S(q)\,d^3q.\tag{6}$$

**What a tail requires.** Both $S$ and $S_x$ vanish as $q\to0$, so each hole integrates to $-1$ and $D=-\int n_{xc}(1-e^{-u^2/2R^2})d^3u$. Thus $D$ is the hole charge, in electrons, missing from the window. The first term of (1) contributes at leading order

$$4\pi C\int_0^\infty\frac{1-e^{-u^2/2R^2}}{u^2}du
=\frac{4\pi C}{R^2}\int_0^\infty e^{-u^2/2R^2}du=\frac{4\pi C}R\sqrt{\frac\pi2},$$

after integration by parts. Extending this integral to $u=0$ changes it by $O(R^{-2})$.

The other terms do not contribute at order $1/R$. With $u=Ry$, the oscillating term times $R$ becomes an integral of $\cos(2k_FRy+\phi)$ against the integrable function $(1-e^{-y^2/2})/y^2$, which vanishes as $R\to\infty$. For the remainder $r(u)$, including the bounded inner region, $R(1-e^{-u^2/2R^2})\le u$ and $\int|r|u^3du$ is finite. Dominated convergence gives zero. Hence

$$\lim_{R\to\infty}R\,D(R)=4\pi\sqrt{\pi/2}\;C.\tag{7}$$

**Exchange.** In (6) the mean of $q$ is $\sqrt{8/\pi}/R$. The linear term of (2) gives $RD_x\to(3/4k_F)\sqrt{8/\pi}$. Equation (7) then gives $C=3/(4\pi^2k_F)$, in agreement with Lemma 1.

**Full hole.** By (b), $S\le Kq^2$ near $q=0$. Since $S$ is bounded, a larger $K$ makes this true for every $q$. The mean of $q^2$ is $3/R^2$, so $0\le D\le3K/R^2$ and $RD\to0$. Thus $C=0$. Subtracting the exchange tail proves (c). $\square$

The same argument with the coefficient from (b) gives $R^2D\to3\hbar/(2m\omega_p)$. The cancellation concerns the average: the theorem leaves open an oscillating $u^{-4}$ term and does not determine the next averaged power.

## A model gas

Take $n=1.0\times10^{29}\ \mathrm{m^{-3}}$. Then $k_F=1.436\times10^{10}\ \mathrm{m^{-1}}$, $\omega_p=1.784\times10^{16}\ \mathrm{rad/s}$ and

$$\frac{\hbar}{2m\omega_p}=3.245\times10^{-21}\ \mathrm{m^2},\qquad
\frac3{4\pi^2k_F}=5.292\times10^{-12}\ \mathrm m.$$

At $q=10^9\ \mathrm{m^{-1}}$ the plasmon law gives $S=3.245\times10^{-21}\times10^{18}=0.00324$. At $u=10^{-9}$ m the averaged exchange tail is $-5.29\times10^{24}\ \mathrm{m^{-3}}$.

An explicit correlated model is the random-phase approximation (RPA), $\chi=\chi_0/[1-e^2\chi_0/(\varepsilon_0q^2)]$, where $\chi_0$ is the response of free electrons. It omits local-field corrections, so its short-range hole is not reliable. At imaginary frequency each transition enters $\chi$ as $-(2n/\hbar N)|\langle n|\rho_{\mathbf q}|0\rangle|^2\omega_{n0}/(\omega_{n0}^2+\omega^2)$. The frequency integral of the last fraction is $\pi/2$, so

$$S(q)=-\frac{\hbar}{\pi n}\int_0^\infty\chi(q,i\omega)\,d\omega .$$

Gauss–Legendre quadrature of this integral gives:

| $q/k_F$ | $S_x$ | $S_{\rm RPA}$ | $S_{\rm RPA}$ / plasmon law |
|---|---|---|---|
| 0.05 | 0.0375 | 0.00167 | 0.9987 |
| 0.10 | 0.0749 | 0.00666 | 0.9949 |
| 0.20 | 0.1495 | 0.0262 | 0.981 |
| 0.40 | 0.2960 | 0.0996 | 0.930 |

In the first row, correlation lowers $S$ by the factor $0.0375/0.00167\approx22$. In the last row, the bounds (5), evaluated with the RPA moments, are 0.919 and 0.955 times the plasmon law and enclose the ratio 0.930.

Equation (6), integrated by the same quadrature, gives the missing hole charge:

| $k_FR$ | $D_x$ | $D_{\rm RPA}$ |
|---|---|---|
| 10 | 0.1193 | 0.0196 |
| 20 | 0.0598 | 0.00499 |
| 40 | 0.0299 | 0.00125 |

Doubling $R$ about halves the exchange value and divides the RPA value by about four. At $k_FR=40$, $k_FRD_x=1.197$, equal at this precision to its limit $0.75\sqrt{8/\pi}=1.197$. There $(k_FR)^2D_{\rm RPA}=2.004$, against the limit $3\hbar k_F^2/(2m\omega_p)=2.007$.

The tails can also be seen at a given distance. Convolving the holes with a normalized Gaussian of width $\sigma=3/k_F$ per component multiplies their transforms by $e^{-\sigma^2q^2/2}$. At $q=2k_F$ this factor is $e^{-18}$, which suppresses the oscillations. The table lists the smeared holes times $u^4$, divided by $3/(4\pi^2k_F)$:

| $k_Fu$ | exchange | correlation | total |
|---|---|---|---|
| 15 | $-1.386$ | $1.351$ | $-3\times10^{-2}$ |
| 30 | $-1.066$ | $1.066$ | $-1\times10^{-4}$ |
| 60 | $-1.016$ | $1.016$ | $-7\times10^{-6}$ |

The approach to $\mp1$ shows the effect of smearing. Its leading change of $u^{-4}$ is $(\sigma^2/2)\nabla^2u^{-4}=6\sigma^2u^{-6}$, a relative increase of $6\times9/60^2=0.015$ at $k_Fu=60$. The total, already multiplied by $u^4$, still falls with distance, so the smeared RPA hole decays faster than $u^{-4}$ over this range.

All numerical values are calculated from the stated model.
